# Why the Electronic Stopping of Ultrarelativistic Heavy Ions Saturates

**Q.** I send bare lead ions through silicon at Lorentz factors \(\gamma\) from ten to a few thousand. Should the mean energy lost to electrons keep rising with \(\gamma\)?

**A.** Consider first what could make it rise. I use Gaussian units. The ion has charge \(Z_1e\) and speed \(v=\beta c\). The target has \(n\) electrons per volume, all shells counted, and \(\omega_p^2=4\pi ne^2/m\). Define the stopping number \(L\) by

\[
-\frac{dE}{dx}=\frac{Z_1^2e^2\omega_p^2}{v^2}\,L .
\]

For \(\beta\to1\) the prefactor is constant, so any growth sits in \(L\). It has two possible sources: violent collisions can become more violent, and distant collisions can reach further out.

**Q.** Start with the violent ones. How does the energy transfer depend on the collision?

**A.** Take the ion as infinitely heavy and the electron as free and initially at rest. In the ion's frame the electron arrives with momentum \(p=\gamma mv\) and energy \(\gamma mc^2\), and is deflected elastically by an angle \(\theta\). Boosting back, its laboratory energy is \(\gamma(\gamma mc^2-vp\cos\theta)\). Before the collision the same expression with \(\theta=0\) equals \(mc^2\). The transfer is therefore

\[
T=\gamma vp(1-\cos\theta)=\frac{q^2}{2m},\qquad q^2=2p^2(1-\cos\theta).
\]

The largest momentum transfer is \(q_{max}=2p=2\gamma mv\).

In the first Born approximation, for a nucleus with charge form factor \(F(q)\),

\[
\frac{d\sigma}{d\Omega}=\frac{(2Z_1e^2\gamma m)^2}{q^4}\left(1-\frac{\beta^2q^2}{q_{max}^2}\right)F^2 ,
\]

where the bracket is the electron-spin factor. Since \(d\Omega=2\pi q\,dq/p^2\), the \(\gamma\) in front cancels, and

\[
n\int T\,d\sigma=\frac{4\pi nZ_1^2e^4}{mv^2}\int\frac{dq}{q}\left(1-\frac{\beta^2q^2}{q_{max}^2}\right)F^2 .
\]

The prefactor is \(Z_1^2e^2\omega_p^2/v^2\), so the integral is the contribution to \(L\). For a point charge, \(F=1\), and the part above some small \(q_1\) is

\[
L_{close}=\ln\frac{2\gamma mv}{q_1}-\frac{\beta^2}{2}.
\]

This contains one \(\ln\gamma\).

**Q.** My electrons are bound. Does that spoil the lower part of the integral?

**A.** A sudden impulse \(q\) shifts every momentum component of a bound state by \(q\) and leaves its potential energy unchanged. The mean initial momentum is zero, so the mean energy gain is still \(q^2/2m\). Binding therefore does not change the weight \(dq/q\) at intermediate \(q\). At small \(q\) the collision is not sudden and the electrons respond together, so there we need the field in the medium.

**Q.** What does the medium do to the distant collisions?

**A.** Describe it by a dielectric function \(\varepsilon(\omega)\) and find the field that acts back on the ion. For Fourier components \(e^{i(\mathbf k\cdot\mathbf r-\omega t)}\), with the gauge condition \(\nabla\cdot\mathbf A+(\varepsilon/c)\,\partial_t\Phi=0\), Maxwell's equations give

\[
\Phi=\frac{4\pi\rho}{\varepsilon(k^2-\varepsilon\omega^2/c^2)},\qquad \mathbf A=\frac{\varepsilon\mathbf v}{c}\Phi,\qquad \rho=2\pi Z_1e\,\delta(\omega-k_\parallel v).
\]

The field along the motion is \(E_\parallel=-ik_\parallel\Phi+i\omega A_\parallel/c=-(i\omega/v)(1-\beta^2\varepsilon)\Phi\). With \(k_\parallel=\omega/v\), the denominator is \(\varepsilon(k_\perp^2+\lambda^2)\), where

\[
\lambda^2=\frac{\omega^2}{v^2}(1-\beta^2\varepsilon).
\]

The loss per length is \(-Z_1eE_\parallel\) at the ion. Integrating over \(k_\parallel\) gives \(1/v\). The transverse directions give \(2\pi k_\perp dk_\perp\), and negative frequencies supply the complex conjugate of positive ones. Thus

\[
-\frac{dE}{dx}=\frac{2Z_1^2e^2}{\pi v^2}\,\mathrm{Re}\int_0^\infty d\omega\,i\omega\left(\frac1\varepsilon-\beta^2\right)\int_0^{k_1}\frac{k_\perp dk_\perp}{k_\perp^2+\lambda^2}.
\]

For \(k_1\gg|\lambda|\) the inner integral is \(\ln(k_1/\lambda)\), so

\[
L_{dist}=\frac{2}{\pi\omega_p^2}\,\mathrm{Re}\int_0^\infty d\omega\,i\omega\left(\frac1\varepsilon-\beta^2\right)\ln\frac{k_1}{\lambda}.
\]

We join the two regions at \(q_1=\hbar k_1\).

**Q.** Where is the growth in that expression?

**A.** Look first at a very dilute gas. Put \(\varepsilon=1+\chi\) with \(\gamma^2|\chi|\ll1\). Then \(1/\varepsilon-\beta^2\approx\gamma^{-2}-\chi\) and \(\ln\lambda\approx\ln(\omega/\gamma v)-\tfrac12\gamma^2\beta^2\chi\). The product has two real contributions of first order in \(\chi\). One is \(\omega\,\mathrm{Im}\chi\,\ln(k_1\gamma v/\omega)\). The other is \(-\tfrac12\beta^2\omega\,\mathrm{Im}\chi\), in which \(\gamma^{-2}\) has cancelled \(\gamma^2\). The sum rule \(\int_0^\infty\omega\,\mathrm{Im}\chi\,d\omega=\pi\omega_p^2/2\) then gives

\[
L_{dist}=\ln\frac{k_1\gamma v}{\bar\omega}-\frac{\beta^2}{2},
\]

where \(\ln\bar\omega\) is the average of \(\ln\omega\) with weight \(\omega\,\mathrm{Im}\chi\). This is the second \(\ln\gamma\): the ion's flattened field reaches transverse distances of order \(\gamma v/\bar\omega\). A point charge in a dilute gas has \(L\) growing as \(2\ln\gamma\).

**Q.** And in a solid?

**A.** There \(\gamma^2|\chi|\) becomes large, and \(\lambda\) no longer shrinks as \(1/\gamma\). Set \(\beta=1\), so that \(\lambda^2=\omega^2(1-\varepsilon)/c^2\). In a passive, causal medium \(\mathrm{Im}\,\varepsilon>0\) inside the first quadrant of complex \(\omega\), so \(\varepsilon\) is neither 0 nor 1 there, and the contour can be turned from the real to the imaginary axis.

On the imaginary axis, \(\omega=iy\), \(\varepsilon\) is real and above 1, and \(\lambda^2>0\). There \(i\omega\,d\omega=-iy\,dy\), so this part is purely imaginary and drops out. On the large arc, \(1/\varepsilon-1\to\omega_p^2/\omega^2\) and \(\lambda\to\omega_p/c\). With \(d\omega/\omega=i\,d\varphi\), the arc from the real to the imaginary axis contributes

\[
\int_0^{\pi/2}i\omega_p^2\,(i\,d\varphi)\ln\frac{k_1c}{\omega_p}=-\frac{\pi\omega_p^2}{2}\ln\frac{k_1c}{\omega_p}.
\]

The closed contour sums to zero, so the real-axis integral has the opposite sign:

\[
L_{dist}=\ln\frac{k_1c}{\omega_p}.
\]

For the total stopping, the polarization of the medium thus limits the effective reach of distant collisions to about \(c/\omega_p\), however large \(\gamma\) is. This is an effective length, not a sharp edge: where the medium is transparent, Cherenkov radiation carries some of the energy farther. Resonance energies have disappeared and electron density alone remains. The limit requires \(\gamma\omega_p\) well above the resonance frequencies.

**Q.** So the density effect removes one logarithm. Why does the other not survive?

**A.** For a point charge it does: in the Born approximation the sum is \(\ln(2\gamma mc^2/\hbar\omega_p)-\tfrac12\). For a point charge as strong as lead, scattering beyond Born adds about 1.3 at high \(\gamma\), but the growth with \(\ln\gamma\) is the same. A real nucleus cannot supply large \(q\) coherently, because contributions from its different parts cancel once \(q\gtrsim\hbar/R\). For a uniform sphere of radius \(R\), with \(x=qR/\hbar\),

\[
F=\frac{3}{R^3}\int_0^R r^2\,\frac{\sin(qr/\hbar)}{qr/\hbar}\,dr=\frac{3(\sin x-x\cos x)}{x^3}.
\]

Since \(F^2\) falls as \(x^{-4}\), raising \(q_{max}\) far above \(\hbar/R\) adds nothing appreciable, and the spin term vanishes as \(1/\gamma^2\). The crossover is at \(\gamma\sim\hbar/(mcR)\), where the electron's wavelength in the ion frame becomes comparable with the nucleus.

**Q.** What value does \(L\) settle at?

**A.** We need the constant \(C\) in \(\int_{x_0}^\infty F^2dx/x=-\ln x_0+C\) for small \(x_0\). Let \(M(\mu)=\int_0^\infty x^{\mu-1}F^2dx\). Because \(\int_0^1x^{\mu-1}dx=1/\mu\), \(C\) is the limit of \(M-1/\mu\) as \(\mu\to0\). Expand

\[
(\sin x-x\cos x)^2=\tfrac12(1-\cos2x)-x\sin2x+\tfrac12x^2(1+\cos2x).
\]

Split each integral at \(x=1\) and continue the pieces in \(\mu\). Pure powers then cancel between the two sides. The others follow from \(\int_0^\infty x^{s-1}\cos2x\,dx=2^{-s}\Gamma(s)\cos(\pi s/2)\) and its sine counterpart. With \(s=\mu-6\),

\[
M=-9\cdot2^{-s}\Gamma(s)\cos\frac{\pi s}{2}\left[\frac12+\frac s2+\frac{s(s+1)}8\right].
\]

The bracket is \((s+1)(s+4)/8=(\mu-5)(\mu-2)/8\). Writing \(\Gamma(\mu-6)\) as \(\Gamma(\mu+1)\) divided by \(\mu(\mu-1)\cdots(\mu-6)\) gives

\[
M=\frac{72\cdot2^{-\mu}\cos(\pi\mu/2)\,\Gamma(\mu+1)}{\mu(\mu-1)(\mu-3)(\mu-4)(\mu-6)}.
\]

At small \(\mu\) this is \(1/\mu\) times a factor whose logarithmic derivative at zero is \(C\):

\[
C=-\ln2-\gamma_E+1+\tfrac13+\tfrac14+\tfrac16=\tfrac74-\gamma_E-\ln2=0.480,
\]

with \(\gamma_E\) Euler's constant. Adding \(L_{dist}\) cancels \(k_1\):

\[
L_{sat}=\ln\frac{c}{\omega_pR}+\frac74-\gamma_E-\ln2 .
\]

**Q.** You used the Born approximation. Lead has \(Z_1\alpha\approx0.6\), with \(\alpha\) the fine-structure constant. Why trust it?

**A.** At high \(\gamma\) the relevant deflections are small, and the leading amplitude is the eikonal one. An electron at impact parameter \(\mathbf b\) acquires a phase \(\chi(b)=-\int V\,dz/\hbar v\), and the amplitude is the Fourier transform of \(e^{i\chi}-1\). Multiplying by \(\mathbf q\) becomes a gradient in \(\mathbf b\), so Parseval's theorem gives

\[
\int q^2d\sigma=\hbar^2\int|\nabla e^{i\chi}|^2d^2b=\hbar^2\int|\nabla\chi|^2d^2b .
\]

The Born amplitude replaces \(e^{i\chi}-1\) by \(i\chi\) and gives the same integrand at every \(b\). Strong coupling redistributes the transfers but leaves their mean square alone. This holds at leading order for short wavelength, so at finite \(\gamma\) lead can deviate.

**Q.** Give me numbers for silicon.

**A.** With density 2.33 g/cm³, \(\hbar\omega_p=31.05\) eV and \(c/\omega_p=6.355\) nm. I take \(R=1.2A^{1/3}\) fm, a rough rule, which is 7.11 fm for \(A=208\). Then

\[
L_{sat}=\ln\frac{6.355\times10^{-9}}{7.11\times10^{-15}}+0.480=13.70+0.48=14.18 .
\]

Since \(e^2=\alpha\hbar c\), the stopping is

\[
\frac{Z_1^2\alpha\,\hbar\omega_p}{c/\omega_p}L=\frac{82^2}{137}\,\frac{31.05\ \text{eV}}{6.355\ \text{nm}}\times14.18\approx3.40\ \text{keV/nm},
\]

or 3.40 MeV/µm. The crossover is at \(\gamma\approx54\). The cutoff \(\hbar/R=27.8\) MeV/\(c\) corresponds to a transfer of about 750 MeV, whereas a point charge at \(\gamma=1000\) would allow about 1020 GeV.

For finite \(\gamma\) I integrated the radial Dirac equation numerically for each angular momentum, for the sphere and for a point charge. Both had the same distant cutoff of the Coulomb tail. The phase shifts give \(\int q^2d\sigma\), and the difference was added to the point result from analytic Coulomb phase shifts. For \(L_{dist}\) I used three damped oscillators with 2, 8 and 4 electrons at 3000, 240 and 5 eV and widths of 10%. These are rough model values; the tabulated density-effect parameters for silicon move \(L\) by up to 0.02 between \(\gamma=10\) and 100.

| \(\gamma\) | \(L\), point | \(L\), sphere | \(L\), sphere, Born |
|---|---|---|---|
| 10 | 12.93 | 12.83 | 11.64 |
| 100 | 15.73 | 14.27 | 13.96 |
| 1000 | 18.10 | 14.21 | 14.18 |
| 3000 | 19.20 | 14.20 | 14.18 |

**Q.** The sphere column overshoots and then falls slightly.

**A.** Yes. The Born column rises to the limit from below, so the excess comes from scattering beyond first Born. It shrinks from 0.31 at \(\gamma=100\) to 0.10 at 300 and 0.03 at 1000, roughly as \(1/\gamma\), so it vanishes in the limit, as the eikonal argument requires. The cutoff of the Coulomb tail raises the sphere column by up to 0.01. Matching to the exact tail instead gives 14.26 at \(\gamma=100\) and 14.19 at 3000. The excess is then close to \(30/\gamma\) from \(\gamma=100\) upward, and extrapolating the last two points as \(1/\gamma\) gives 14.18, in agreement with the formula.

**Q.** Can you show that both causes are needed?

**A.** Compare the rise of \(L\) from \(\gamma=1000\) to 3000, where \(\ln3=1.10\). The density effect is switched off by using the same oscillators at \(10^{-12}\) of the density in the distant part. With neither cause the rise is 2.20. With the density effect alone it is 1.10, with nuclear size alone 1.08, and with both about \(-0.02\).

**Q.** What will differ in my beam line?

**A.** Lead beams at large accelerators do span \(\gamma\) from about a hundred to a few thousand, and silicon serves there as detectors and bent crystals. The model gives the mean loss for a random path; a channelled ion samples a different electron density. A thin detector also records less than the ion loses, because energetic electrons escape.

The total loss does not saturate, because the ion also creates electron–positron pairs. The Born formula for pair production by a heavy charged particle on screened silicon nuclei gives, relative to the saturated stopping, about 0.4% at \(\gamma=100\), 9% at 1000 and 32% at 3000, with equality near \(\gamma\approx8\times10^3\). Corrections of higher order in \(Z_1\alpha\) are not included in these figures.

The saturation also refers to collisions in which the electron does not radiate. A struck electron can emit a photon, which amounts to Compton scattering of the ion's equivalent photons. A rough lowest-order estimate adds about 0.1 to \(L\) at \(\gamma=100\), 0.3 at 1000 and 0.4 at 3000. That is 1 to 3%, and it keeps growing slowly with \(\gamma\).

The shape of the nuclear surface matters little. A Gaussian charge of equal rms radius has \(F^2=e^{-x^2/5}\) and \(C=\tfrac12(\ln5-\gamma_E)\), which raises \(L\) by 0.04, or 0.3%. Ion recoil lowers the largest kinematically allowed transfer once \(\gamma\) nears \(M/2m\approx2\times10^5\), with \(M\) the ion mass, but the form factor has already suppressed such transfers, so \(L_{sat}\) is hardly affected. Excitation or breakup of the nucleus is left out and I have not sized it.

Numbers in the example were calculated in double precision.
